# Case's exact decoupling in a static magnetic field and relativistic Landau levels, part 1

(Sections cited here and not found follow in the second part.)

## First half: decoupling in any static magnetic field

An electron in a uniform field with magnetic length 0.01 angstrom (a field of $6.58\times10^{8}$ tesla) should, by non-relativistic theory, have Landau levels 76199.6 eV apart. The Dirac equation, for zero momentum along the field, puts the first five positive levels at 510999.0, 582233.5, 645656.0, 703382.9 and 756718.9 eV. The rest energy is 510999.0 eV. The field has moved every level of this list except the first, and it has moved the others by unequal steps.

The energies come from the square root derived below. The question is why the square root appears, and why one level does not feel a field whose energy scale is 15 percent of the rest energy.

### Conventions

The algebra uses atomic units, with $\hbar$, the electron mass and the elementary charge equal to 1. The electron has charge $-1$, so its kinetic momentum is

$$\boldsymbol\pi=\mathbf p+\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .$$

The vector potential does not depend on time. There is no scalar potential, and the electron has no magnetic moment beyond the one contained in the Dirac equation. The Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2 .$$

A Dirac spinor has an upper and a lower pair of components. Let $\tau_1,\tau_2,\tau_3$ be Pauli matrices that act on the label upper/lower, and $\sigma_1,\sigma_2,\sigma_3$ Pauli matrices that act on spin inside each pair. The two sets commute. In the standard representation $\alpha_i=\tau_1\sigma_i$ and $\beta=\tau_3$. With

$$D=\boldsymbol\sigma\cdot\boldsymbol\pi$$

the Hamiltonian becomes

$$H=c^2\tau_3+c\,D\,\tau_1 .$$

The operator $D$ acts on two-component spinors and commutes with all three $\tau$ matrices. The first term keeps the upper and lower pairs apart, and the second couples them. To decouple them is to find a unitary $U$ for which $UHU^\dagger$ contains no $\tau_1$ or $\tau_2$.

### A simple case: $D$ is a number

Take a free electron that moves along $z$ with momentum $d$ and has spin up. Then $\boldsymbol\sigma\cdot\mathbf p$ acts as the real number $d$, and the Hamiltonian is a two-by-two matrix,

$$h(d)=c^2\tau_3+c\,d\,\tau_1=\begin{pmatrix}c^2&cd\\ cd&-c^2\end{pmatrix}.$$

It has the form of a vector with components $c^2$ along axis 3 and $cd$ along axis 1. Its length and its angle from axis 3 are

$$w=\sqrt{c^4+c^2d^2},\qquad \theta=\arctan\frac dc .$$

The angle lies between $-\pi/2$ and $\pi/2$, so its cosine is positive. From $\tan\theta=d/c$,

$$\cos\theta=\frac{1}{\sqrt{1+d^2/c^2}}=\frac{c^2}{w},\qquad \sin\theta=\tan\theta\cos\theta=\frac{cd}{w},$$

and therefore

$$h=w\,(\tau_3\cos\theta+\tau_1\sin\theta).$$

A rotation through $\theta$ about axis 2 should bring this vector onto axis 3. I try

$$u=e^{i\tau_2\theta/2}=\cos\frac\theta2+i\tau_2\sin\frac\theta2 .$$

The second form holds because $(i\tau_2)^2=-1$, so the exponential series separates into cosine and sine. The sign of the angle has to be confirmed by multiplication. Since $\tau_2$ anticommutes with $\tau_1$ and $\tau_3$, it anticommutes with $h$. Moving $h$ to the right through $u^\dagger=\cos\frac\theta2-i\tau_2\sin\frac\theta2$ changes the sign of the second term, which gives $hu^\dagger=uh$. Hence

$$uhu^\dagger=u^2h=w(\cos\theta+i\tau_2\sin\theta)(\tau_3\cos\theta+\tau_1\sin\theta).$$

The products needed are $i\tau_2\tau_3=i(i\tau_1)=-\tau_1$ and $i\tau_2\tau_1=i(-i\tau_3)=\tau_3$. The bracketed factors multiply to

$$\tau_3\cos^2\theta+\tau_1\cos\theta\sin\theta-\tau_1\sin\theta\cos\theta+\tau_3\sin^2\theta=\tau_3 .$$

The result is $uhu^\dagger=w\,\tau_3$, with the sign of the rotation as assumed.

**Limit of small momentum.** For $|d|\ll c$ the angle tends to zero and $u$ to the unit matrix. The energy is

$$w=c^2\sqrt{1+\frac{d^2}{c^2}}=c^2+\frac{d^2}{2}-\frac{d^4}{8c^2}+\dots$$

These terms are the rest energy, the Newtonian kinetic energy and its first relativistic correction. The binomial series converges for $|d|<c$ and diverges for $|d|>c$. The rotation has no such restriction.

**Limit of large momentum.** For $|d|\gg c$ the energy tends to $c|d|$ and the angle to $\pm\pi/2$. The rotation stays finite.

For a number between these limits take $d$ equal to 100 inverse angstrom. Then $cd=197327.0$ eV, and

$$w=\sqrt{510999.0^2+197327.0^2}\ \text{eV}=547775.4\ \text{eV}.$$

This value will return in the magnetic field.

### From a number to an operator

For a free electron with any direction of momentum, $D=\boldsymbol\sigma\cdot\mathbf p$ has the two eigenvalues $+|\mathbf p|$ and $-|\mathbf p|$, according to whether the spin points along or against the momentum. Each eigenspace repeats the simple case. The angle has opposite signs in the two, while the energy $w$ depends on $d^2$ and is the same.

In a magnetic field the components of $\boldsymbol\pi$ no longer commute with each other. This looks like an obstacle, but the Hamiltonian does not contain the components separately. It contains the single operator $D$, and a single operator commutes with its own functions. What is needed is that $D$ be self-adjoint, since then the spectral theorem represents it as multiplication by a real variable $d$ on a space of square-integrable functions.

For smooth $\mathbf A$ this can be shown without any restriction on the growth of $\mathbf A$ at large distance. Define $D$ first on smooth spinors that vanish outside a bounded region. Integration by parts shows that it is symmetric there. It has a unique self-adjoint extension if no non-zero square-integrable $\varphi$ solves $D\varphi=\pm i\varphi$ in the sense of distributions. Suppose that such a $\varphi$ exists. Applying $D$ again gives $D^2\varphi=-\varphi$. The leading part of $D^2$ is $-\nabla^2$ and the remaining coefficients are smooth, so elliptic regularity makes $\varphi$ smooth.

Now choose a smooth real function $\eta_R$ that equals 1 within radius $R$, vanishes beyond $2R$, lies between 0 and 1, and has a gradient no larger than $K/R$ with a fixed number $K$. Put $g=\eta_R\varphi$. Because $D$ contains one derivative, $-i\nabla$,

$$Dg=\eta_RD\varphi-i(\boldsymbol\sigma\cdot\nabla\eta_R)\varphi=\pm ig-i(\boldsymbol\sigma\cdot\nabla\eta_R)\varphi .$$

The number $\langle g,Dg\rangle$ is real, since $g$ is smooth and vanishes outside a bounded region. Its imaginary part is therefore zero:

$$0=\pm\|g\|^2-\mathrm{Re}\,\langle g,(\boldsymbol\sigma\cdot\nabla\eta_R)\varphi\rangle .$$

The matrix $\boldsymbol\sigma\cdot\nabla\eta_R$ has eigenvalues $\pm|\nabla\eta_R|$, so the last term is at most $\|g\|(K/R)\|\varphi\|$ in magnitude. This leaves $\|g\|\le K\|\varphi\|/R$. As $R\to\infty$ the left side tends to $\|\varphi\|$ and the right side to zero, so $\varphi=0$. Uniform fields, whose potential grows linearly, are included. A singular potential, such as that of an infinitely thin flux line, is outside this argument. There self-adjointness has to be examined separately, and a choice among several self-adjoint versions of $D$ may be needed.

### Case's transformation

With $D$ represented as multiplication by $d$, the Hamiltonian acts at each $d$ as the matrix $h(d)$. The rotation found above can be applied at each $d$. In operator language,

$$W=\sqrt{c^4+c^2D^2},\qquad \Theta=\arctan\frac Dc,\qquad U=e^{i\tau_2\Theta/2},$$

where the positive square root is meant. All the operators $D$, $W$, $\Theta$ commute with each other and with the $\tau$ matrices, so every line of the simple case remains valid. The result is

$$UHU^\dagger=\beta\sqrt{c^4+c^2(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}.$$

The operator $U$ is unitary because $\Theta$ is self-adjoint. Its cosine and sine parts are bounded functions of $D$, so they map the domain of $D$ into itself, and the identity holds on the whole domain of $H$. No expansion in $1/c$ has been made, and the field may vary in space.

The exponential can be turned into an algebraic expression. The half-angle formulas give

$$\cos\frac\Theta2=\sqrt{\frac{1+\cos\Theta}{2}}=\sqrt{\frac{W+c^2}{2W}},\qquad
\sin\frac\Theta2=\frac{\sin\Theta}{2\cos(\Theta/2)}=\frac{cD}{\sqrt{2W(W+c^2)}} .$$

Also $i\tau_2=\tau_3\tau_1$, so $i\tau_2D=\beta\,\boldsymbol\alpha\cdot\boldsymbol\pi$. Therefore

$$U=\frac{W+c^2+c\,\beta\,\boldsymbol\alpha\cdot\boldsymbol\pi}{\sqrt{2W(W+c^2)}} .$$

The denominator is never zero, since $W\ge c^2$. A state with $D\chi=0$ causes no difficulty: there $\Theta=0$ and $U$ does nothing.

### States and their lower components

Let $\chi$ be a normalized two-component spinor with $W\chi=E\chi$. In the decoupled picture the positive-energy state is $(\chi,0)$. The original Dirac spinor is obtained with $U^\dagger$. From the matrix

$$i\tau_2=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$$

one finds $-i\tau_2(\chi,0)=(0,\chi)$, and so

$$\psi_+=\left(\cos\frac\Theta2\,\chi,\ \sin\frac\Theta2\,\chi\right).$$

The weight of the lower pair is

$$\left\langle\chi,\sin^2\frac\Theta2\,\chi\right\rangle=\frac12\left\langle\chi,(1-\cos\Theta)\chi\right\rangle=\frac12\left(1-\frac{c^2}{E}\right).$$

It vanishes at $E=c^2$ and approaches one half for $E\gg c^2$. For the moving free electron above it is $\frac12(1-510999.0/547775.4)=0.0336$.

The negative-energy state $(0,\chi)$ becomes $(-\sin\frac\Theta2\,\chi,\cos\frac\Theta2\,\chi)$ by the same multiplication. Each value of $W$ thus appears with both signs. The spectrum is symmetric about zero, and no part of it lies between $-c^2$ and $c^2$.

### The operator under the square root

The square of $D$ follows from $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, with repeated indices summed:

$$D^2=\pi_i\pi_i+i\epsilon_{ijk}\sigma_k\pi_i\pi_j=\boldsymbol\pi^2+\frac i2\epsilon_{ijk}\sigma_k[\pi_i,\pi_j].$$

The second equality holds because $\epsilon_{ijk}$ selects the antisymmetric part of $\pi_i\pi_j$. The commutator is

$$[\pi_i,\pi_j]=[p_i,A_j]+[A_i,p_j]=-i(\partial_iA_j-\partial_jA_i)=-i\epsilon_{ijl}B_l .$$

Since $\epsilon_{ijk}\epsilon_{ijl}=2\delta_{kl}$, the field term is $\frac i2(-i)\,2\,\sigma_kB_k=\boldsymbol\sigma\cdot\mathbf B$. Thus

$$D^2=\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B .$$

The field in the spin term is the local one, and no derivative of it appears.

**Limit of low energy.** On states with $D^2\ll c^2$, the first terms of the square root are

$$W\approx c^2+\tfrac12\boldsymbol\pi^2+\tfrac12\boldsymbol\sigma\cdot\mathbf B .$$

This is the rest energy plus the Pauli Hamiltonian. The electron's spin energy is lower when the spin points against the field, as its negative charge requires.

### Where the decoupling stops

Add a bounded scalar potential energy $V(\mathbf r)$. Write $C=\cos(\Theta/2)$ and $S=\sin(\Theta/2)$. Then

$$UVU^\dagger=(C+i\tau_2S)V(C-i\tau_2S)=CVC+SVS+i\tau_2(SVC-CVS).$$

The last term couples the upper and lower pairs. Since $C\ge1/\sqrt2$, it can be multiplied by $C^{-1}$ on both sides. It vanishes if and only if $T=C^{-1}S=\tan(\Theta/2)$ commutes with $V$. Different values of $D$ give different values of $T$, so this requires $V$ to commute with $D$. But $[D,V]=-i\boldsymbol\sigma\cdot\nabla V$ for differentiable $V$, which vanishes only for constant $V$. The same $U$ therefore fails as soon as there is an electrostatic force. To leading order $T\approx D/(2c)$, and the remaining coupling is proportional to $\nabla V/(2c)$.

If $\mathbf A$ depends on time, so does $U$. For $\psi'=U\psi$ the product rule gives

$$i\partial_t\psi'=\left[UHU^\dagger+i(\partial_tU)U^\dagger\right]\psi' .$$

The added term is absent when $\mathbf A$ does not depend on time.

## Second half: the uniform field

The electron has charge $-1$ and kinetic momentum $\boldsymbol\pi=\mathbf p+\mathbf A$. The operator $D=\boldsymbol\sigma\cdot\boldsymbol\pi$ acts on two-component spinors, and the first half gave

$$UHU^\dagger=\beta W,\qquad W=\sqrt{c^4+c^2D^2},\qquad D^2=\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B .$$

Here $\beta$ is $+1$ on the upper pair of components and $-1$ on the lower pair. If $W\chi=E\chi$, the corresponding positive-energy Dirac state is $(\cos\frac\Theta2\chi,\sin\frac\Theta2\chi)$ with $\Theta=\arctan(D/c)$, and its lower pair has weight $\frac12(1-c^2/E)$. What remains is to find the eigenvalues of $D^2$.

For a smooth static magnetic field without a scalar potential, the Dirac Hamiltonian has been decoupled exactly, and its energies are $\pm\sqrt{c^4+c^2D^2}$ with $D^2=\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B$. It remains to find the eigenvalues of $D^2$ in the uniform field, and with them the reason why one level does not move.
